# Why a flat disk pressed onto a sphere is hoop-compressed beyond W/√3: verification in Python

```python
"""Flat disk (radius W, free in-plane edge) forced onto a shallow sphere (radius R).
Result under test, with Y = stretching modulus and tension positive:
  N_r     = Y (W^2 -   r^2) / (16 R^2)
  N_theta = Y (W^2 - 3 r^2) / (16 R^2), compressive for r > W/sqrt(3).
For a cubic (100) sheet, 1/E is replaced by its in-plane angular average.
Dimensionless tests use W = 1 and curvature 1 in the shallow equations."""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, least_squares, minimize_scalar, nnls

# Quadrature points on the unit disk
nodes, node_weights = np.polynomial.legendre.leggauss(14)
radial = (nodes + 1) / 2
angles = 2 * np.pi * np.arange(36) / 36
RR, TT = np.meshgrid(radial, angles, indexing="ij")
r, theta = RR.ravel(), TT.ravel()
x, y = r * np.cos(theta), r * np.sin(theta)
area = np.repeat(node_weights / 2 * radial, 36) * 2 * np.pi / 36


def minimize_sheet(compliance, bump=0.0, degree=5):
    """Minimize stretching energy for w = r^2/2 + bump*x^4 over all polynomial
    in-plane displacements. Returns stresses (xx, yy, xy) and energy."""
    stiffness = np.linalg.inv(compliance)
    factor = np.linalg.cholesky(stiffness).T
    columns = []
    for a in range(degree + 1):
        for b in range(degree + 1 - a):
            if a + b == 0:
                continue
            dx = a * x ** max(a - 1, 0) * y ** b
            dy = b * x ** a * y ** max(b - 1, 0)
            zero = np.zeros_like(x)
            columns.append(np.stack([dx, zero, dy], axis=1))
            columns.append(np.stack([zero, dy, dx], axis=1))
    basis = np.stack(columns, axis=2)
    wx, wy = x + 4 * bump * x ** 3, y
    strain0 = np.stack([wx ** 2 / 2, wy ** 2 / 2, wx * wy], axis=1)
    root = np.sqrt(area)
    matrix = np.einsum("ij,pjk->pik", factor, basis) * root[:, None, None]
    target = (strain0 @ factor.T) * root[:, None]
    coeff = np.linalg.lstsq(matrix.reshape(-1, basis.shape[2]),
                            -target.ravel(), rcond=1e-12)[0]
    strain = strain0 + basis @ coeff
    stress = strain @ stiffness
    return stress, 0.5 * np.sum(area * np.sum(stress * strain, axis=1))


def polar(stress):
    c, s = np.cos(theta), np.sin(theta)
    sxx, syy, sxy = stress.T
    return (sxx * c*c + syy * s*s + 2 * sxy * s*c,
            sxx * s*s + syy * c*c - 2 * sxy * s*c,
            (syy - sxx) * s*c + sxy * (c*c - s*s))


def compliance_matrix(s11, s12, s66):
    return np.array([[s11, s12, 0], [s12, s11, 0], [0, 0, s66]])


# Rough room-temperature elastic constants of silicon, in GPa
c11, c12, c44 = 166.0, 64.0, 80.0
cubic = np.full((3, 3), c12) + np.eye(3) * (c11 - c12)
cubic_inverse = np.linalg.inv(cubic)
s11, s12, s66 = cubic_inverse[0, 0], cubic_inverse[0, 1], 1 / c44
silicon = compliance_matrix(s11, s12, s66)
E_eff = 8 / (6 * s11 + 2 * s12 + s66)
biaxial = 1 / (s11 + s12)

# Angular average of the uniaxial compliance, from its definition
phi = 2 * np.pi * np.arange(64) / 64
uniaxial = np.stack([np.cos(phi)**2, np.sin(phi)**2,
                     np.sin(phi) * np.cos(phi)], axis=1)
inverse_E = np.einsum("pi,ij,pj->p", uniaxial, silicon, uniaxial)
assert abs(np.mean(inverse_E) * E_eff - 1) < 1e-12

# Stress, energy and sign change: isotropic sheets and cubic silicon
cases = [(compliance_matrix(1, -nu, 2 * (1 + nu)), 1.0)
         for nu in (0.0, 0.3, 0.45)]
cases.append((silicon * E_eff, 1.0))
numerical_zero = []
for compliance, modulus in cases:
    stress, energy = minimize_sheet(compliance)
    radial_force, hoop_force, shear_force = polar(stress)
    assert np.allclose(radial_force, modulus * (1 - r*r) / 16, atol=1e-9)
    assert np.allclose(hoop_force, modulus * (1 - 3*r*r) / 16, atol=1e-9)
    assert np.max(np.abs(shear_force)) < 1e-9
    assert abs(energy / (np.pi * modulus / 384) - 1) < 1e-8
    ray = hoop_force.reshape(14, 36)[:, 5]
    numerical_zero.append(np.sqrt(np.interp(0, -ray, radial ** 2)))
assert np.allclose(numerical_zero, 1 / np.sqrt(3), atol=1e-8)

# Displacement formula: its strains must reproduce the minimized stresses
nu = 0.3
stress, _ = minimize_sheet(compliance_matrix(1, -nu, 2 * (1 + nu)))
radial_force, hoop_force, _ = polar(stress)
displacement = lambda q: q * ((1 - nu) - (3 - nu) * q*q) / 16
step = 1e-5
slope = (displacement(r + step) - displacement(r - step)) / (2 * step)
assert np.allclose(displacement(r) / r, hoop_force - nu * radial_force, atol=1e-8)
assert np.allclose(slope + r*r/2, radial_force - nu * hoop_force, atol=1e-8)

# Normal load: energy response to a non-axisymmetric change of shape
change = 1e-4
energy_plus = minimize_sheet(silicon * E_eff, change)[1]
energy_minus = minimize_sheet(silicon * E_eff, -change)[1]
work_rate = np.sum(area * (-(1 - 2*r*r) / 8) * x**4)
assert abs((energy_plus - energy_minus) / (2 * change) / work_rate - 1) < 1e-4


def true_sphere(ratio, poisson):
    """Energy minimum on a true sphere, W/R = ratio. Returns zero-hoop radius/W
    and edge hoop force / (Y W^2/R^2); forces are per undeformed length."""
    g, gw = np.polynomial.legendre.leggauss(30)
    q, qw = (g + 1) / 2, gw / 2

    def strains(a, s):
        powers = np.arange(len(a))
        series = sum(a[k] * s ** (2*k + 1) for k in powers)
        derivative = sum((2*k + 1) * a[k] * s ** (2*k) for k in powers)
        arc = s + ratio**2 * series
        return derivative, (np.sin(ratio * arc) / (ratio * s) - 1) / ratio**2

    def residual(a):
        es, et = strains(a, q)
        root = np.sqrt(qw * q)
        return np.concatenate([root * (es + poisson * et),
                               root * np.sqrt(1 - poisson**2) * et])

    fit = least_squares(residual, np.zeros(6), jac="3-point",
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)

    def hoop(s):
        es, et = strains(fit.x, s)
        return (et + poisson * es) / (1 - poisson**2)
    return brentq(hoop, 0.3, 0.9), hoop(1.0)


nu_eff = 1 - E_eff / biaxial
shift = {}
for ratio in (0.4, 0.2, 0.1):
    zero_radius, edge_force = true_sphere(ratio, nu_eff)
    shift[ratio] = abs(zero_radius * np.sqrt(3) - 1)
    assert shift[ratio] < 0.5 * ratio**2
    assert abs(edge_force / (-1 / 8) - 1) < ratio**2
assert shift[0.4] > 3 * shift[0.2]

# Rim strip: one-sided beam contact, unit missing curvature and unit load/B
count, length = 80, 4.0
h = length / count
position = h * np.arange(1, count + 1)
second = np.zeros((count, count))
for row in range(count):
    for column, value in ((row, 1), (row + 1, -2), (row + 2, 1)):
        if column < count:
            second[row, column] = value / h**2
gap, _ = nnls(second, -(1 + position**2 / 2))
lifted_end = h * (np.max(np.nonzero(gap > 1e-9)[0]) + 1)
assert abs(lifted_end - 2) < 2.1 * h
assert abs(np.max(gap) / (27 * 2**4 / 6144) - 1) < 0.05

# Worked example in SI units
W, R, t = 10e-3, 100e-3, 20e-6
pressure = constants.atm
strength, friction = 500e6, 0.05
E, M = E_eff * 1e9, biaxial * 1e9
Y = E * t
zero_hoop = W / np.sqrt(3)
centre_stress = E * W**2 / (16 * R**2)
edge_stress = -E * W**2 / (8 * R**2)
needed_pressure = Y * W**2 / (8 * R**3)
q_centre, q_edge = pressure - needed_pressure, pressure + needed_pressure
assert q_centre > 0
stretch_energy = Y * W**4 / (384 * R**4)
bend_energy = M * t**3 / (12 * R**2)
bend_stress = M * t / (2 * R)
edge_moment = M * t**3 / (12 * R)
# Integrate bending stress and energy through the thickness
depth, depth_weight = nodes * t / 2, node_weights * t / 2
assert np.isclose(np.sum(depth_weight * M * depth**2 / R), edge_moment)
assert np.isclose(np.sum(depth_weight * M * (depth / R)**2), bend_energy)
B = np.linalg.inv(silicon)[0, 0] * 1e9 * t**3 / 12
strip = 2 * np.sqrt(edge_moment / q_edge)
strip_gap = 27 * q_edge * strip**4 / (6144 * B)
friction_ratio = friction * q_edge * W / (centre_stress * t)
peak_tension = centre_stress + bend_stress

# Wrinkle break-even lift, searched numerically over the wavenumber
N = -edge_stress * t
lift = 16 * q_edge * B / N**2
wavelength = 2 * np.pi * np.sqrt(2 * B / N)


def break_even(k):
    spacing = 2 * np.pi / k / 2000
    f = 1 + np.cos(k * spacing * np.arange(2000))
    first = (np.roll(f, -1) - np.roll(f, 1)) / (2 * spacing)
    curve = (np.roll(f, -1) - 2*f + np.roll(f, 1)) / spacing**2
    gain = N / 2 * np.mean(first**2) - B / 2 * np.mean(curve**2)
    return q_edge * np.mean(f) / gain


k_scale = np.sqrt(N / B)
search = minimize_scalar(lambda z: break_even(z * k_scale) / lift,
                         bounds=(0.2, 0.95), method="bounded")
assert abs(search.fun - 1) < 1e-3
assert abs(2 * np.pi / (search.x * k_scale) / wavelength - 1) < 1e-2

sphere_zero, sphere_edge = true_sphere(W / R, nu_eff)
print(f"Zero-hoop radius / W, minimized energy: {numerical_zero[-1]:.6f}")
print(f"1/sqrt(3): {1/np.sqrt(3):.6f}")
print(f"Silicon c11, c12, c44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Compliances s11, s12, s66: {s11*1e3:.3f}, {s12*1e3:.3f}, {s66*1e3:.3f} 1/TPa")
print(f"Young modulus, lowest in plane: {1/np.max(inverse_E):.1f} GPa")
print(f"Young modulus, highest in plane: {1/np.min(inverse_E):.1f} GPa")
print(f"Effective Young modulus: {E_eff:.1f} GPa")
print(f"Biaxial modulus: {biaxial:.1f} GPa")
print(f"Effective Poisson ratio for sphere test: {nu_eff:.3f}")
print(f"Disk radius W: {W*1e3:.1f} mm")
print(f"Sphere radius R: {R*1e3:.1f} mm")
print(f"Thickness t: {t*1e6:.1f} um")
print(f"Stretching modulus Y: {Y/1e6:.3f} MN/m")
print(f"Zero-hoop radius: {zero_hoop*1e3:.3f} mm")
print(f"Disk area under hoop compression: {100*(1-(zero_hoop/W)**2):.1f} %")
print(f"Centre stress, radial and hoop: {centre_stress/1e6:.1f} MPa")
print(f"Edge hoop stress: {edge_stress/1e6:.1f} MPa")
print(f"Stretching energy per area: {stretch_energy:.3f} J/m2")
print(f"Bending energy per area: {bend_energy:.4f} J/m2")
print(f"Applied pressure: {pressure/1e3:.1f} kPa")
print(f"Pressure needed for full contact: {needed_pressure/1e3:.1f} kPa")
print(f"Contact pressure at centre: {q_centre/1e3:.1f} kPa")
print(f"Contact pressure near edge: {q_edge/1e3:.1f} kPa")
print(f"True sphere: zero-hoop radius / W: {sphere_zero:.6f}")
print(f"True sphere: shift of that radius: {100*(sphere_zero*np.sqrt(3)-1):.3f} %")
print(f"True sphere: change of edge hoop force: {100*(-8*sphere_edge-1):.3f} %")
print(f"Surface bending stress: {bend_stress/1e6:.1f} MPa")
print(f"Missing edge moment per length: {edge_moment*1e3:.3f} mN")
print(f"Bending stiffness B, softest direction: {B*1e6:.1f} uJ")
print(f"Lifted rim strip width: {strip*1e3:.3f} mm")
print(f"Largest rim strip gap: {strip_gap*1e9:.1f} nm")
print(f"Friction coefficient (rough): {friction:.2f}")
print(f"Friction scale / central membrane force: {100*friction_ratio:.1f} %")
print(f"Largest tensile stress with bending: {peak_tension/1e6:.1f} MPa")
print(f"Fracture strength (rough): {strength/1e6:.0f} MPa")
print(f"Largest tension / strength: {peak_tension/strength:.2f}")
print(f"Edge hoop compression force N: {N:.0f} N/m")
print(f"Wrinkle break-even mean lift a: {lift*1e6:.1f} um")
print(f"Wrinkle break-even crest height 2a: {2*lift*1e6:.1f} um")
print(f"Wrinkle wavelength at break-even: {wavelength*1e3:.2f} mm")
print("OK")
```

It prints:

```
Zero-hoop radius / W, minimized energy: 0.577350
1/sqrt(3): 0.577350
Silicon c11, c12, c44 (rough): 166, 64, 80 GPa
Compliances s11, s12, s66: 7.670, -2.134, 12.500 1/TPa
Young modulus, lowest in plane: 130.4 GPa
Young modulus, highest in plane: 169.7 GPa
Effective Young modulus: 147.5 GPa
Biaxial modulus: 180.7 GPa
Effective Poisson ratio for sphere test: 0.184
Disk radius W: 10.0 mm
Sphere radius R: 100.0 mm
Thickness t: 20.0 um
Stretching modulus Y: 2.949 MN/m
Zero-hoop radius: 5.774 mm
Disk area under hoop compression: 66.7 %
Centre stress, radial and hoop: 92.2 MPa
Edge hoop stress: -184.3 MPa
Stretching energy per area: 0.768 J/m2
Bending energy per area: 0.0120 J/m2
Applied pressure: 101.3 kPa
Pressure needed for full contact: 36.9 kPa
Contact pressure at centre: 64.5 kPa
Contact pressure near edge: 138.2 kPa
True sphere: zero-hoop radius / W: 0.576878
True sphere: shift of that radius: -0.082 %
True sphere: change of edge hoop force: 0.117 %
Surface bending stress: 18.1 MPa
Missing edge moment per length: 1.204 mN
Bending stiffness B, softest direction: 94.2 uJ
Lifted rim strip width: 0.187 mm
Largest rim strip gap: 7.8 nm
Friction coefficient (rough): 0.05
Friction scale / central membrane force: 3.7 %
Largest tensile stress with bending: 110.2 MPa
Fracture strength (rough): 500 MPa
Largest tension / strength: 0.22
Edge hoop compression force N: 3687 N/m
Wrinkle break-even mean lift a: 15.3 um
Wrinkle break-even crest height 2a: 30.7 um
Wrinkle wavelength at break-even: 1.42 mm
OK
```
